# The Hohenberg-Kohn theorem for nondegenerate ground states, with unique continuation proved

## 1. The question

The electrons of a helium atom and those of a lithium ion Li⁺ have the same kinetic energy operator and the same mutual repulsion. The two systems differ in the attraction of the nucleus, which enters as an external potential $v(\mathbf r)$. Given $v$ and the number of electrons, the Schrödinger equation fixes the ground state, when it is nondegenerate, and hence the electron density $n(\mathbf r)$. Can one go backwards? If only the density of $N$ electrons is known, is the potential determined?

It can be determined at best up to a constant, since adding a constant to $v$ shifts the energies and leaves every wavefunction unchanged. The Hohenberg-Kohn theorem says that this is the only freedom.

## 2. Assumptions and statement

We use atomic units and the Hamiltonian

$$H_v=T+W+\sum_{i=1}^N v(\mathbf r_i),\qquad T=-\tfrac12\sum_i\nabla_i^2,\qquad W=\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|}.$$

Each potential is real, is the sum of a square-integrable and a bounded function, and is continuous except at finitely many points. Nuclear attraction qualifies: $1/r$ is square-integrable inside a ball around the nucleus and bounded outside it.

One background fact, Kato's theorem, is used without proof. For such potentials $H_v$ is self-adjoint and bounded below, and its domain is the set $H^2$ of antisymmetric functions that are square-integrable together with their first and second derivatives. The domain is therefore the same for all our potentials. We assume that a normalized ground state exists.

The density is $N$ times the integral of $|\Psi|^2$ over all spins and all positions but one, so that $\langle\Psi|\sum_i v(\mathbf r_i)|\Psi\rangle=\int v\,n\,d^3r$.

**Theorem.** Let $H_1$ and $H_2$, with potentials $v_1$ and $v_2$, have nondegenerate ground states $\Psi_1,\Psi_2$ with energies $E_1,E_2$ and the same density. Then $\Psi_2=e^{i\alpha}\Psi_1$ with a constant phase $\alpha$, and

$$v_1(\mathbf r)-v_2(\mathbf r)=\frac{E_1-E_2}{N}$$

wherever both potentials are continuous.

A remark on spin: $H_v$ does not act on spin, so a state of nonzero total spin belongs to a degenerate multiplet. Strict nondegeneracy thus requires a singlet, and hence even $N$. For odd $N$ one fixes the spin projection and reads "nondegenerate" within that sector; the proof is the same there.

## 3. From equal densities to a shared wavefunction

Put $u=v_1-v_2$, so that $H_1=H_2+\sum_i u(\mathbf r_i)$. Use each ground state as a trial function for the other Hamiltonian:

$$E_1\le\langle\Psi_2|H_1|\Psi_2\rangle=E_2+\int u\,n_2\,d^3r,\qquad E_2\le\langle\Psi_1|H_2|\Psi_1\rangle=E_1-\int u\,n_1\,d^3r .$$

The amounts by which the trial energies exceed the ground-state energies are

$$\delta_1=E_2-E_1+\int u\,n_2\,d^3r\ge0,\qquad \delta_2=E_1-E_2-\int u\,n_1\,d^3r\ge0,$$

$$\delta_1+\delta_2=\int u\,(n_2-n_1)\,d^3r .$$

If $n_1=n_2$ the sum is zero. Two non-negative numbers with zero sum both vanish, so $\langle\Psi_2|H_1|\Psi_2\rangle=E_1$.

A state that reaches the minimum is an eigenstate. For any $\Phi$ in the domain and any real $\varepsilon$,

$$0\le\langle\Psi_2+\varepsilon\Phi|H_1-E_1|\Psi_2+\varepsilon\Phi\rangle=2\varepsilon\,\mathrm{Re}\langle\Phi|(H_1-E_1)\Psi_2\rangle+\varepsilon^2\langle\Phi|H_1-E_1|\Phi\rangle .$$

For small $\varepsilon$ of either sign this can hold only if the linear coefficient is zero. Replacing $\Phi$ by $i\Phi$ removes the imaginary part too. As the domain is dense, $(H_1-E_1)\Psi_2=0$.

So $\Psi_2$ is a ground state of $H_1$. Here, and nowhere else, nondegeneracy enters: it gives $\Psi_2=e^{i\alpha}\Psi_1$. Without it the density need not fix the wavefunction. A hydrogen atom with spin up and one with spin down have the same density and different states.

### Unequal densities: He and Li⁺

Take $v_1=-2/r$ and $v_2=-3/r$, so $u=1/r$. Full configuration interaction in a common basis of 41 Gaussian functions gives $E_1=-2.90263$ and $E_2=-7.27826$ hartree. These are the energies of that basis; five decimals are kept so that the sums close. An explicitly correlated basis lowers both energies by 0.001 to 0.002 hartree and raises the integrals and excesses below by less than 0.001 hartree. The variational principle holds equally within the space spanned by the basis. Integrating the densities on a radial grid gives $\int u\,n_1=3.37648$ and $\int u\,n_2=5.37503$ hartree. Hence

$$\delta_1=-7.27826+5.37503+2.90263=0.99940,$$
$$\delta_2=-2.90263-3.37648+7.27826=0.99915,$$

in hartree. Their sum, $1.99855$, equals $5.37503-3.37648$. Used as a trial function for the other system, each ground state gives an energy about one hartree too high, and the difference of the densities accounts for the whole of the two excesses.

## 4. The step where the potentials are forced together

The state $\Psi=\Psi_2$ now obeys two Schrödinger equations:

$$\Big[T+W+\sum_i v_1(\mathbf r_i)\Big]\Psi=E_1\Psi,\qquad \Big[T+W+\sum_i v_2(\mathbf r_i)\Big]\Psi=E_2\Psi .$$

Subtract them. The operators $T$ and $W$ cancel, and what remains is a multiplication:

$$B\,\Psi=0,\qquad B(\mathbf r_1,\dots,\mathbf r_N)=\sum_i u(\mathbf r_i)-(E_1-E_2).$$

Where $\Psi\neq0$ we may divide and conclude $B=0$. Where $\Psi=0$ the equation says nothing about $B$. If $\Psi$ vanished throughout some region of configuration space, $B$ would be unconstrained there, and the division would not establish $B=0$ everywhere. Excluding this is the task of unique continuation.

This step did not use nondegeneracy. The conclusion about the potentials therefore survives for degenerate ground states that share a density.

### A model in which the step fails

Put one particle on three sites with

$$H=\begin{pmatrix}0&-1&-\tfrac12\\-1&0&\tfrac12\\-\tfrac12&\tfrac12&v_3\end{pmatrix},\qquad \psi=\frac1{\sqrt2}\begin{pmatrix}1\\1\\0\end{pmatrix}.$$

The two paths to site 3 cancel, $-\tfrac12+\tfrac12=0$, so $H\psi=-\psi$ for every $v_3$. The remaining states are spanned by $(1,-1,0)/\sqrt2$ and site 3, where $H+1$ has the matrix

$$\begin{pmatrix}2&-1/\sqrt2\\-1/\sqrt2&v_3+1\end{pmatrix}.$$

It is positive if its determinant is, $2(v_3+1)>\tfrac12$, that is $v_3>-\tfrac34$. Under this condition $\psi$ is the nondegenerate ground state. The potentials $v_3=0$ and $v_3=1$ then share energy, wavefunction and density, yet do not differ by a constant. At $v_3=-0.9$ the condition fails, and the computed ground state has density 0.90 on site 3.

For comparison, take two interacting electrons of opposite spin on an open four-site chain, with hopping matrix element $-1$ between neighbours, site potentials $0,\,-0.5,\,0.3,\,0.1$ and on-site repulsion $2$. The computed ground state has no zero amplitude; the smallest is 0.060 in magnitude. Solving $B\Psi=0$ for $u$ and the energy shift leaves one independent solution, a constant $u$ with an energy shift twice as large, as $N=2$ requires.

On a lattice, then, the outcome depends on the model. In the continuum the Schrödinger equation itself forbids regions of zeros, as we now show.

## 5. Reduction to zeros on an open set

Let $P$ be the finite set of points where $v_1$ or $v_2$ is not continuous. Let $G$ be the set of configurations with no two electrons at the same place and no electron in $P$.

- $G$ is open, and its complement has zero volume, because each excluded coincidence fixes three coordinates.
- $G$ is connected. Given configurations $X$ and $Y$ in $G$, choose a third, $Z$, whose $N$ distinct points avoid $P$ and all points of $X$ and $Y$. Move the electrons of $X$ one at a time to their places in $Z$. Each must avoid finitely many points, which is possible in three dimensions. Do the same from $Y$.

On $G$ the function $B$ is continuous. Suppose $B\neq0$ at one point of $G$. Then $B\ne0$ in a ball around it, and $B\Psi=0$ makes every spin component of $\Psi$ vanish in that ball.

Let $\psi$ be a spin component, a function on $\mathbb R^D$ with $D=3N$, and let $\Delta=\sum_i\nabla_i^2$. The Schrödinger equation reads

$$\Delta\psi=2\Big[W+\sum_i v_2(\mathbf r_i)-E_2\Big]\psi .$$

On a compact part of $G$ the bracket is continuous, hence bounded, so $|\Delta\psi|\le C|\psi|$ there. The constant $C$ may depend on the compact part.

**Unique continuation.** If such a $\psi$ vanishes on a nonempty open subset of the connected set $G$, it vanishes on all of $G$.

Sections 6 to 8 prove this.

## 6. A ball that touches the support at one point

Let $O$ be the largest open subset of $G$ on which $\psi=0$, and suppose $O\neq G$. Since $G$ is connected, $O$ has a boundary point $b$ in $G$. Choose $d>0$ such that all points closer to $b$ than $d$ lie in $G$, and choose $p\in O$ with $|p-b|<d/2$.

Let $\rho$ be the radius of the largest open ball around $p$ contained in $O$. As $b\notin O$, $\rho\le|p-b|<d/2$, so the closed ball lies in $G$. Some point $x_0$ on its surface is not in $O$; otherwise a larger ball would fit.

Now take the smaller ball with centre $q=(p+x_0)/2$ and radius $\rho/2$. A point $x$ of this closed ball obeys $|x-p|\le|x-q|+|q-p|\le\rho$, with equality only at $x=x_0$. So the smaller closed ball lies in $O$ except for the point $x_0$.

Shift the origin to $q$ and take $\rho/2$ as the unit of length; this changes only the constant $C$. Then $|x_0|=1$, and $\psi$ vanishes near every point with $|x|\le1$ other than $x_0$.

### Turning the ball inside out

The estimate of section 7 favours large distances from the origin, so we want the support inside the unit sphere. Define

$$\tilde u(y)=|y|^{2-D}\,\psi(y/|y|^2).$$

With $s=|y|$ and $r=1/s$, directions are unchanged and $dr/ds=-1/s^2$. Primes denote derivatives with respect to $r$. Then

$$\partial_s\tilde u=(2-D)s^{1-D}\psi-s^{-D}\psi',$$
$$\partial_s^2\tilde u=(2-D)(1-D)s^{-D}\psi+\big[-(2-D)+D\big]s^{-D-1}\psi'+s^{-D-2}\psi'' .$$

The radial part of the Laplacian is $\partial_s^2+\frac{D-1}{s}\partial_s$. The terms in $\psi$ cancel. The coefficient of $s^{-D-1}\psi'$ is $-(2-D)+D-(D-1)=D-1$. As $s=1/r$, the radial part becomes

$$s^{-D-2}\Big[\psi''+\frac{D-1}{r}\psi'\Big].$$

If $L$ is the angular operator, the angular part is $s^{-2}s^{2-D}L\psi=s^{-D-2}\,L\psi/r^2$. Together,

$$\Delta\tilde u(y)=|y|^{-D-2}(\Delta\psi)(y/|y|^2),\qquad |\Delta\tilde u|\le C|y|^{-4}|\tilde u| .$$

Points with $|x|\le1$ became points with $|y|\ge1$. Near $y_0=x_0$, therefore, $\tilde u$ is supported in $|y|<1$ together with the single point $y_0$.

## 7. A weighted identity

Let $w$ be a function in $H^2$ with compact support, let $\tau>0$, and put $f=e^{\tau|y|^2/2}w$. Differentiating $w=e^{-\tau|y|^2/2}f$ twice gives

$$e^{\tau|y|^2/2}\Delta w=\Delta f-2\tau\,y\cdot\nabla f-\tau Df+\tau^2|y|^2f=(S+A)f,$$

$$S=\Delta+\tau^2|y|^2,\qquad A=-\tau(2y\cdot\nabla+D).$$

Integration by parts shows that $S$ is symmetric. It also turns $y\cdot\nabla$ into $-y\cdot\nabla-D$, so $2y\cdot\nabla+D$ changes sign and $A$ is antisymmetric. For smooth $f$ the cross terms therefore form a commutator:

$$\|(S+A)f\|^2=\|Sf\|^2+\|Af\|^2+\langle f,[S,A]f\rangle .$$

From $[\Delta,y\cdot\nabla]=2\Delta$ and $[|y|^2,y\cdot\nabla]=-2|y|^2$,

$$[S,A]=-2\tau\big(2\Delta-2\tau^2|y|^2\big)=-4\tau\Delta+4\tau^3|y|^2 .$$

Since $\langle f,-\Delta f\rangle=\|\nabla f\|^2$,

$$\int e^{\tau|y|^2}|\Delta w|^2=\|Sf\|^2+\|Af\|^2+4\tau\|\nabla f\|^2+4\tau^3\big\||y|f\big\|^2 .$$

Approximation by smooth functions extends this to all $w$ considered. The numerical check tests this identity and the inversion formula for $D=6$, the configuration space of two electrons. Dropping three non-negative terms leaves

$$4\tau^3\int|y|^2e^{\tau|y|^2}|w|^2\le\int e^{\tau|y|^2}|\Delta w|^2 .$$

## 8. The contradiction

Choose a smooth cutoff $\chi$ equal to 1 for $|y-y_0|<\delta$ and to 0 for $|y-y_0|>2\delta$. Take $\delta\le\tfrac14$ small enough that the results of section 6 hold on the cutoff's support. There $|y|\ge\tfrac12$ and $|\Delta\tilde u|\le C'|\tilde u|$ with $C'=16C$. For $w=\chi\tilde u$,

$$\Delta w=\chi\Delta\tilde u+g,\qquad g=2\nabla\chi\cdot\nabla\tilde u+\tilde u\,\Delta\chi,\qquad |\Delta w|^2\le2C'^2|w|^2+2|g|^2 .$$

The error $g$ lives where $\chi$ varies, at distances between $\delta$ and $2\delta$ from $y_0$, and within the support of $\tilde u$. This is a compact set of points with $|y|<1$, so $|y|\le r_1$ on it for some $r_1<1$. Using $|y|^2\ge\tfrac14$ on the left of the inequality,

$$(\tau^3-2C'^2)\int e^{\tau|y|^2}|w|^2\le2e^{\tau r_1^2}\int|g|^2 .$$

Pick $r_2$ with $r_1<r_2<1$ and keep only $|y|>r_2$ on the left. For large $\tau$,

$$\int_{|y|>r_2}|w|^2\le\frac{2\,e^{-\tau(r_2^2-r_1^2)}}{\tau^3-2C'^2}\int|g|^2\longrightarrow0\qquad(\tau\to\infty).$$

The left side does not depend on $\tau$, so it is zero. Hence $\tilde u=0$ near $y_0$, and $\psi=0$ near $x_0$. Then $x_0$ belongs to $O$, contrary to its choice. So $O=G$, and unique continuation is proved.

## 9. Conclusion of the proof

If $B$ were nonzero anywhere in $G$, every spin component of $\Psi$ would vanish on $G$, and so almost everywhere. A normalized state cannot do this. Therefore

$$\sum_i u(\mathbf r_i)=E_1-E_2\quad\text{throughout }G .$$

Hold $\mathbf r_2,\dots,\mathbf r_N$ fixed and move electron 1. The other terms do not change, so $u(\mathbf r_1)$ is a constant $c$ away from $P$ and the fixed positions. By continuity it equals $c$ at those positions too. The sum is then $Nc=E_1-E_2$, which proves the theorem.

If both potentials tend to zero at infinity, as for atoms and molecules, then $c=0$: the density fixes the potential itself, and $E_1=E_2$.

## 10. What the theorem permits and where it stops

The density of a nondegenerate ground state fixes $\Psi$ up to a phase, and the phase cancels in expectation values. Hence

$$F[n]=\langle\Psi|T+W|\Psi\rangle$$

is a well-defined functional of such densities, with no reference to a particular $v$. The theorem does not say which functions $n$ are ground-state densities, nor how to compute $F$.

The comparison is between local scalar potentials with the same $T$ and $W$. Impenetrable walls lie outside the assumptions, and there the conclusion can fail. Let one electron have its ground state in the left of two boxes separated by such a wall. Raising the potential in the right box changes neither this state nor its density. The allowed region is disconnected, and zeros in one box do not continue into the other.

## Computed results

```
He and Li+, full CI, common basis; v1=-2/r, v2=-3/r, u=1/r
basis functions: 41
E1 (He) = -2.90263 hartree
E2 (Li+) = -7.27826 hartree
gap above ground state, He, in this basis = 0.7883 hartree
gap above ground state, Li+, in this basis = 2.1695 hartree
electron number from radial grid, He = 2.000000
electron number from radial grid, Li+ = 2.000000
int u n1 (radial grid) = 3.37648 hartree
int u n2 (radial grid) = 5.37503 hartree
<Psi2|H1|Psi2> = -1.90323 hartree
<Psi1|H2|Psi1> = -6.27911 hartree
excess of Psi2 in H1 = 0.99940 hartree
excess of Psi1 in H2 = 0.99915 hartree
sum of the excesses = 1.99855 hartree
int u (n2-n1) (radial grid) = 1.99855 hartree
Chain: 4 sites, 2 electrons of opposite spin, hopping -1
site potentials = [ 0.  -0.5  0.3  0.1] (units of hopping)
on-site repulsion = 2.0 (units of hopping)
smallest |amplitude| = 0.06020
independent permitted changes = 1
energy shift / potential shift = 2.000000
Ring: 3 sites, 1 particle; H12=-1, H13=-0.5, H23=+0.5
site-3 potentials compared = 0.0 and 1.0
ground energies = -1.000000 and -1.000000
gaps = 0.6340 and 1.2929
overlap of the two ground states = 1.000000
shared density = [0.5 0.5 0. ]
independent permitted changes = 2
site-3 density when its potential is -0.9 = 0.9011
Inversion formula, D = 6, one test point
Laplacian of inverted function = -0.08131952
transformed Laplacian = -0.08131952
Weighted identity, D = 6 (dimensionless)
tau = 0.5: weighted integral = 1309.584547
  sum of four terms = 1309.584547
  tau-cubed term alone = 78.807620
tau = 2.0: weighted integral = 18472.850618
  sum of four terms = 18472.850618
  tau-cubed term alone = 5043.687673
```
